Longitudinal-transverse optical phonon splitting in an isolated ultrathin polar film

**The decision at the zone centre**

A phonon calculation for a polar film needs a choice at zero wavevector: should the bulk correction that separates longitudinal from transverse optical modes be added to the dynamical matrix? In a bulk model with a transverse frequency of 300 cm⁻¹, that correction can raise the longitudinal mode to 600 cm⁻¹. For an isolated film the correction to an in-plane mode at q = 0 is zero. At small q it grows in proportion to q. The derivation starts from a sheet without thickness and then adds the lattice, the thickness, the surroundings and the finite speed of light.

The derivation uses Hartree atomic units with D = E + 4πP. The film is insulating and laterally periodic, with cell area A, and its vibrations are harmonic. Retardation is left out until the last stage. "Longitudinal" and "transverse" describe an in-plane polarization along q and across q.

**Simple case: one polar sheet**

Let u be the mass-normalized amplitude of an in-plane mode and Zu its dipole per cell. Z is thus a charge divided by the square root of a mass. A macroscopic field E drives the mode:

ü = −ω_T² u + Z E.

The frequency ω_T contains all forces that remain when the macroscopic field is absent. The sheet polarization is P = Zu/A, varying as exp(iq·r − iωt). Its bound charge per area is

σ = −∇·P = −i q·P.

Away from the sheet the potential obeys φ″ = q²φ, so φ = φ₀ exp(−q|z|). Its slope jumps by −2qφ₀ at the sheet, and Poisson's equation requires this jump to be −4πσ. Therefore

φ₀ = 2πσ/q,

E = −i q φ₀ = −2π q (q·P)/|q|.

The product (−i)(−i) = −1 supplies the sign: the field opposes the polarization. A transverse wave has q·P = 0 and produces no field. A longitudinal wave has E_L = −2πqP_L. Inserting this into the equation of motion gives

−ω²u = −ω_T²u − (2πZ²/A) q u,

ω_L² = ω_T² + S q, S = 2πZ²/A. (1)

In a bulk crystal with cell volume V, the potential is instead 4πρ/q², so E_L = −4πP_L. The factor q² from the charge and the gradient is cancelled completely, and a finite splitting survives at q → 0. In the sheet the kernel cancels one power of q only. Physically, the charges at successive crests and troughs are lines half a wavelength apart, and most of their field lines pass through the vacuum. As the wavelength grows, the restoring field at the sheet vanishes.

If the two in-plane axes are inequivalent, the modes along x and y have their own frequencies and charges. With n = q/|q|, the dynamical matrix is

D_ab = ω_a² δ_ab + (2πq/A) Z_a Z_b n_a n_b.

At q = 0 the direction n drops out. The difference between ω_x and ω_y remains, but it is a crystal anisotropy. What vanishes is the difference between the same polarization with q along it and with q across it.

**First generalization: a lattice of dipoles**

A real sheet consists of discrete cells, so short-range forces could in principle add their own linear term. Consider the dipole sum

T_xx(q) = Σ_{R≠0} (1/R³ − 3X²/R⁵) exp(iq·R).

By Poisson summation it becomes a sum over reciprocal vectors G of terms that depend on q + G. The G = 0 term is (2π/A)q_x²/|q|. Terms with G ≠ 0 are smooth near q = 0, because |q + G| does not vanish there. The excluded self-term is a constant, and an Ewald splitting with a spherical Gaussian, which makes the reciprocal sum converge, changes smooth terms only. (Smearing the dipoles within the plane alone would add a term in |q|³, but it leaves the linear term unchanged.) Inversion of this lattice makes the smooth part even, so after its constant the next term is of order q².

A ferroelectric film has no inversion centre, but time reversal still gives ω²(q) = ω²(−q), which forbids a smooth linear term in a non-degenerate branch. If a threefold or higher rotation axis makes x and y degenerate, the remaining candidate is an imaginary antisymmetric coupling i c·q between them, with c a fixed in-plane vector. The rotation axis leaves no such vector, so c = 0.

The sum was tested directly on a rectangular lattice with sides 1 and 1.3, for q between 0.1 and 0.4 in inverse lattice units. Extrapolation to q = 0 gives −4.770 for q along the dipole and −4.769 for q across it: a common limit, although the lattice is anisotropic. The linear coefficients are 4.839 and −0.003. The predicted values are 2π/1.3 = 4.833 and zero.

**Second generalization: finite thickness**

Now let the film fill |z| < d/2 and respond locally and isotropically. Per volume Ad, the driven oscillator gives u = ZE/(ω_T² − ω²), so

ε(ω) = ε∞ + Ω²/(ω_T² − ω²), Ω² = 4πZ²/(Ad).

The bulk longitudinal frequency is the zero of ε. Setting ε = 0 gives ω_LO² = ω_T² + Ω²/ε∞, hence

Ω² = ε∞(ω_LO² − ω_T²), S = 2πZ²/A = Ω²d/2.

An in-plane polarization that is even in z has an even potential. Inside take φ = cosh(qz); outside, φ decays as exp(−q|z|) from its surface value. At z = d/2 the normal displacement −εφ′ must be continuous:

−ε q sinh(qd/2) = q cosh(qd/2).

With t = tanh(qd/2) this is ε = −1/t. Inserting the oscillator form and moving ε∞ across gives

Ω²/(ω² − ω_T²) = ε∞ + 1/t,

ω² = ω_T² + Ω² t/(1 + ε∞ t). (2)

For qd ≪ 1, t ≈ qd/2, and the leading shift is Ω²qd/2 = Sq, as for the sheet. The electronic permittivity does not reduce this slope. Electrons respond to the macroscopic field, which is itself of order q, so their effect on the shift begins at q².

Equation (2) was tested by dividing the film into 60 slices, each with free in-plane and out-of-plane ionic polarization, solving Poisson's equation on a mesh that includes the vacuum, and diagonalizing the resulting matrix. For five values of qd from 0.001 to 2, the shifts of ω² agree to a relative 1.1 × 10⁻⁵.

The opposite limit, qd ≫ 1, gives t → 1 and

ω² → ω_T² + Ω²/(1 + ε∞).

This is the surface phonon, at ε = −1, and not the bulk longitudinal mode. The bulk modes belong to a different family. At ε = 0 the displacement inside vanishes, so there is no field outside, and any inner potential that is zero on both faces is allowed. These standing waves keep the frequency ω_LO in the local model even at small q. There, however, their polarization points mainly along z, so they do not contradict the vanishing in-plane splitting.

**What the next order depends on**

Let the out-of-plane permittivity ε_z differ from the in-plane one. Near the resonance, write ε_x = −Y with Y large, and take ε_z > 0. Poisson's equation inside, ε_zφ″ = ε_xq²φ, has the even solution φ = cos(kz) with k² = q²Y/ε_z. Continuity of the normal displacement gives

ε_z k tan(kd/2) = q.

Set x = qd/2 and θ = kd/2, and use tan θ ≈ θ + θ³/3. Since ε_z k θ = ε_z k²d/2 = q²Yd/2 = qYx, dividing by q gives

Yx(1 + θ²/3) = 1.

To leading order Y = 1/x, so θ² = x²Y/ε_z ≈ x/ε_z. Hence

Y = 1/x − 1/(3ε_z) + O(x).

But Y = Ω²/(ω² − ω_T²) − ε∞, where ε∞ is the in-plane electronic value. Solving for the shift yields

ω² − ω_T² = S q/(1 + r q), r = (d/2)[ε∞ − 1/(3ε_z)], (3)

correct through order q², with ε_z taken at ω_T. If the z response has the same resonance, 1/ε_z tends to zero there and r = ε∞d/2, in agreement with the expansion of (2).

For ε∞ = 5, the slice calculation with ions frozen along z gives 2r/d = 4.9334, against 5 − 1/15 = 4.9333. With free ions it gives 5.0067 at qd = 0.04. The excess over 5 is the next term of 1/t = 1/x + x/3, which is 0.0067 for x = 0.02. The slope is therefore the same in both cases, while the curvature depends on the out-of-plane response.

**A different polarization: out of plane**

A polarization along z gives an odd potential, φ = sinh(qz). The same boundary condition now reads −ε cosh(qd/2) = sinh(qd/2), so ε = −t and

ω² = ω_T² + Ω²/(ε∞ + t).

At q = 0 the shift is Ω²/ε∞. Charges on the two faces produce a depolarizing field however long the lateral wavelength is. The vanishing splitting is thus a statement about in-plane polarization alone.

**Changing the surroundings**

If half-spaces with positive permittivities ε₁ and ε₂ enclose the film, the jump condition for the thin sheet becomes (ε₁ + ε₂)qφ₀ = 4πσ. The slope changes from Ω²d/2 to

S′ = Ω²d/(ε₁ + ε₂).

A support with a constant permittivity above 1 lowers the slope but leaves the law linear.

Metals do more. Place ideal grounded metals across vacuum gaps h on both sides. The outer potential must vanish at distance h, so it varies as sinh[q(h − s)], where s is the distance from the film surface. In the boundary condition, q is replaced by q coth(qh), and

ω² − ω_T² = Ω² t/[coth(qh) + ε∞ t] ≈ Ω² q² d h/2.

The last form requires qh ≪ 1, qd ≪ 1 and ε∞q²dh ≪ 1. Image charges have removed the linear term. In the slice calculation, doubling a small q multiplies the shift of ω² by 3.997 with 1 nm gaps and by 1.995 for the isolated film. For this isotropic film, h → 0 at fixed q gives no shift at all. If the ions are frozen along z, the inner potential cos(kz) must then vanish on both faces, so k = π/d, and a shift of Ω²q²d²/(π²ε_z) remains at small q.

Periodic images in a supercell act in the other direction. For thin films repeated at distance L, with the same in-plane phase, the potential at one sheet is

φ₀ = (2πσ/q) Σ_n exp(−q|n|L) = (2πσ/q) coth(qL/2).

When qL ≪ 1 this tends to 4πσ/(q²L), the bulk kernel, and a finite splitting returns. To include electronic screening at q → 0, average the in-plane permittivity over film and vacuum and set the average to zero: εd + (L − d) = 0. The oscillator form of ε then gives

ω² − ω_T² = Ω² d/[L + (ε∞ − 1)d].

For L = d this is the bulk value Ω²/ε∞; for L → ∞ it vanishes. At finite q, a calculation meant for an isolated film must therefore remove the Coulomb coupling between images, or keep qL ≫ 1. Exactly at q = 0, with zero mean field and no bulk correction added, the in-plane modes of this model stay at ω_T. The out-of-plane shift, however, is lowered to Ω²/[ε∞ + d/(L − d)] unless the images are removed.

**The finite speed of light**

The limit q → 0 eventually crosses the light line q = ω/c. With retardation, both the scalar and the vector potential of the sheet decay as exp(−κ|z|), where κ² = q² − ω²/c². In Lorenz gauge

φ₀ = 2πσ/κ, 𝐀₀ = 2πJ/(cκ), J = −iωP.

Here 𝐀₀ is the vector potential at the sheet. The field is E = −iqφ₀ + (iω/c)𝐀₀, or

E = −2πq(q·P)/κ + 2π(ω²/c²)P/κ.

For P along q the two terms combine to −2πκP; for P across q only the second remains. The shifts of ω² are therefore

longitudinal: +Sκ, transverse: −S(ω²/c²)/κ.

These thin-film forms hold while the shifts are small. Near the light line, κ must be taken at the frequency of the mode itself, because its value at ω_T vanishes at q = ω_T/c. This matters first for the transverse form, and for the longitudinal form only very close to the line. At q = 0, an outgoing wave requires κ = −iω/c. Both shifts then equal −iSω/c. The splitting still vanishes for equivalent axes, as it must when no in-plane direction is singled out. What remains is a common radiative damping: ω ≈ ω_T − iS/(2c), with full width S/c.

**Numbers for a one-nanometre film**

Take round parameters in the rough regime of hafnia: ω_T = 300 cm⁻¹, ω_LO = 600 cm⁻¹, ε∞ = 5 and d = 1 nm. Frequencies are given as wavenumbers. Then

Ω² = 5(600² − 300²) = 1.35 × 10⁶ cm⁻²,

S = Ω²d/2 = 6.75 × 10⁵ cm⁻² nm.

At q = 0.01 nm⁻¹ the linear shift of ω² is 6750 cm⁻², so ω = √(90000 + 6750) = 311.0 cm⁻¹. Equation (2) gives 310.8 cm⁻¹, a splitting of 10.8 cm⁻¹ or 1.34 meV. Without retardation, the group velocity at small q is S/(2ω_T), or 2.1 × 10⁵ m/s. Close to the light line the branch is steeper, because the shift there follows Sκ and not Sq.

The true shift of ω² in this model falls 10 percent below the linear law, relative to that law, at q = 0.044 nm⁻¹. This is well before qd reaches one, because the expansion parameter is ε∞qd/2. At 0.4 nm⁻¹ the linear law gives 600 cm⁻¹ while (2) gives 473 cm⁻¹. That the linear value equals ω_LO follows from Sq = Ω²/ε∞ at q = 2/(ε∞d). It does not mark the arrival of the bulk mode, since (2) tends to 561 cm⁻¹ at large q.

The light line at ω_T lies at 1.9 × 10⁻⁴ nm⁻¹, which leaves a wide window for the linear law. At three times that wavevector, κ = √8 ω/c, and the thin-film formulas predict shifts of ω² of about 360 and −45 cm⁻². The complete Maxwell conditions for the slab give 359 and −45 cm⁻². At q = 0 they give a radiative width of 0.42 cm⁻¹, the same for both polarizations.

**Beside a real hafnia capacitor**

The ferroelectric phase of hafnia is orthorhombic and has several polar modes, whereas this model has one mode and equivalent in-plane axes. If the axes differed by an assumed 30 cm⁻¹, the linear shift would match that difference only at q = 0.028 nm⁻¹. With an assumed room-temperature linewidth of 20 cm⁻¹, the splitting exceeds the width only above about 0.018 nm⁻¹ by the linear law, or 0.019 nm⁻¹ by equation (2). Ordinary mechanical dispersion matters little: an assumed softening that grows as q² and reaches 100 cm⁻¹ at the zone edge π/a of a cell with a = 0.5 nm changes ω² by 0.15 cm⁻² at q = 0.01 nm⁻¹, against the Coulomb term of 6750 cm⁻².

The thickness of 1 nm is a choice made for the example. At fixed Ω², a thicker film has a proportionally larger slope and a proportionally shorter linear range. At 1 nm a local permittivity is itself a rough description; the slope needs only the total Z²/A, but the curvature is indicative.

A capacitor also breaks the assumption of isolation. At q = 0.01 nm⁻¹, a support with permittivity 4 on one side lowers the model frequency from 310.8 to 304.4 cm⁻¹. Ideal metals across 1 nm vacuum gaps lower it to 300.1 cm⁻¹, and in direct contact they remove the shift of this mode in the isotropic model. Real electrodes screen over a finite depth, which is not modelled here. The linear law therefore applies to a free-standing film, or to one on an insulating support that is much thicker than 1/q (100 nm at q = 0.01 nm⁻¹) and whose permittivity is positive, at most a few tens, and nearly constant around the film mode. The wavevector must lie well below 2/(ε∞d). If the out-of-plane response has no resonance at ω_T, it must also lie well below 3ε_z/(ε₂d) for a support of large permittivity ε₂: with ε_z = 5 and ε₂ = 30 the shift exceeds the linear law by about 7 percent at 0.044 nm⁻¹. It must further lie well above the light lines of the vacuum and of any support, where a medium of permittivity ε has its light line at q = √ε ω/c. In a film with several polar modes, such as real hafnia, the linear shifts must also be small against the separations of the modes in ω², because the common field couples modes of the same polarization. An oxide support with polar phonons of its own near 300 cm⁻¹ can violate the condition on the permittivity; its permittivity may even be negative there, and the coupled vibrations of film and support must then be calculated together. The numerical output below lists the values for this example.

Numbers as computed

```
DIPOLE SUM, rectangular lattice 1 x 1.3 (lattice units)
limit q->0, q along / across dipole: -4.7700 / -4.7690
linear term along / across: 4.8385 / -0.0028
predicted linear term along, 2 pi/A: 4.8332
DISCRETIZED FILM (dimensionless)
largest relative deviation from closed form: 1.1e-05
shift / linear law at q d = 0.001: 0.99751
shift ratio on doubling q, isolated: 1.9950
shift ratio on doubling q, metals at 1 nm gaps: 3.9965
2r/d, free out-of-plane ions: 5.0067 (formula 5.0000)
2r/d, frozen out-of-plane ions: 4.9334 (formula 4.9333)
supported film, shift / predicted linear law: 0.9990
EXAMPLE INPUTS (round, rough hafnia regime)
w_T = 300 cm^-1, bulk w_LO = 600 cm^-1
eps_inf = 5.0, static eps = 20.0, d = 1.0 nm
EXAMPLE RESULTS
Omega^2 = 1.3500e+06 cm^-2
slope S = 6.7500e+05 cm^-2 nm
initial group velocity = 2.119e+05 m/s
w_T = 37.20 meV
q (1/nm): linear law, closed form, diagonalization (cm^-1)
  0.001: 301.12, 301.12, 301.12
  0.010: 311.05, 310.78, 310.78
  0.050: 351.78, 346.40, 346.40
  0.100: 396.86, 379.43, 379.43
  0.400: 600.00, 473.40, 473.40
splitting at q = 0.01/nm: 10.78 cm^-1 = 1.337 meV
linear shift 10 percent too large at q = 0.0444 1/nm
surface-phonon limit, large q d: 561.2 cm^-1
out-of-plane mode at q -> 0: 600.0 cm^-1
NEGLECTED EFFECTS
light line at w_T: q = 1.885e-04 1/nm
radiative full width at q = 0: 0.424 cm^-1
retarded shifts of w^2 at 3x light line, L / T: 359.30 / -44.96 cm^-2
assumed room-temperature linewidth 20 cm^-1: splitting equals it at q = 0.0184 1/nm
assumed in-plane axis difference 30 cm^-1: linear shift equals it at q = 0.0280 1/nm
assumed zone-edge softening 100 cm^-1, cell 0.5 nm:
  mechanical / Coulomb shift of w^2 at q = 0.01/nm: 0.152 / 6750 cm^-2
support eps = 4 on one side: w = 304.42 cm^-1 at q = 0.01/nm
metals at 1 nm gaps: w = 300.112 cm^-1 at q = 0.01/nm
```
